\section*{Sauter–Schwinger pair creation from the Dirac equation in a uniform field}

\section{The decision}

A time-dependent Dirac calculation for a strong electric field must first settle whether the number of electrons may be held fixed. If the field can lift an electron out of the filled negative-energy sea, the calculation must count pairs; if not, the number can stay fixed. For a field of strength $F$ that is uniform in space and constant in time, the decision starts from the probability that one mode of the electron field ends up holding a pair,
\begin{equation}
N=e^{-\pi F_c/F},\qquad F_c=\frac{m^2c^3}{e\hbar}=1.32\times10^{18}\ \mathrm{V/m},
\label{goal}
\end{equation}
at zero transverse momentum. A mode is one momentum and one spin state. $N$ is neither a rate nor the probability of finding any pair at all; those need a sum over modes, which brings in the volume and duration of the field.

The field is classical and prescribed. Its depletion by the pairs, radiation, and forces between the particles are left out.

\section{Simple case: motion along the field}

The electron has charge $-e$. Let the field be $\mathbf E=-F\hat z$, so that the force is $+eF$ along $z$. With zero scalar potential, $\mathbf E=-\partial_t\mathbf A$ gives $A_z=Ft$. The Hamiltonian does not depend on position, so the canonical momentum $k$ is conserved, while the kinetic momentum $k+eA_z=k+eFt$ grows. For zero transverse momentum,
\begin{equation}
H(t)=c\,\alpha_z(k+eFt)+\beta mc^2 .
\end{equation}

The matrix $\Sigma=i\alpha_x\alpha_y$ commutes with $\alpha_z$ and $\beta$, because each passes two factors it anticommutes with. It has $\Sigma^2=1$ and anticommutes with $\alpha_x$, so $\alpha_x$ maps its eigenvalue $+1$ onto $-1$ and each occurs twice. In either two-dimensional eigenspace take $v$ with $\alpha_zv=v$. Then $\alpha_z\beta v=-\beta v$, so in the basis $(v,\beta v)$ the matrices $\alpha_z,\beta$ become the Pauli matrices $\sigma_z,\sigma_x$. The four-component problem is two copies, one per spin state, of a two-component one.

Define
\begin{equation}
\tau=(k+eFt)\sqrt{\frac{c}{\hbar eF}},\qquad
\lambda=\frac{m^2c^4}{\hbar ceF}=\frac{F_c}{F}.
\end{equation}
Then $\hbar\,d\tau/dt=\sqrt{\hbar ceF}$ and $c(k+eFt)=\tau\sqrt{\hbar ceF}$. Dividing the Dirac equation by $\sqrt{\hbar ceF}$ leaves
\begin{equation}
ia'=\tau a+\sqrt\lambda\,b,\qquad ib'=\sqrt\lambda\,a-\tau b ,
\label{pair}
\end{equation}
with primes for $d/d\tau$. The instantaneous energies are $\pm\sqrt{\tau^2+\lambda}$. For $\tau\to-\infty$ the negative-energy state is pure $a$; for $\tau\to+\infty$ pure $a$ is the positive-energy state. The sea therefore starts with $|a|=1$, $b=0$, and the wanted number is $N=|a(+\infty)|^2$.

\subsection*{Limit: strong field, small $\lambda$}

At $\lambda=0$ the components decouple and $N=1$. To first order in $\sqrt\lambda$, insert $a=e^{-i\tau^2/2}$ and $b=e^{i\tau^2/2}g$ into the second equation. The terms $-\tau b$ cancel and $ig'=\sqrt\lambda\,e^{-i\tau^2}$. Since $|\int_{-\infty}^{\infty}e^{-i\tau^2}d\tau|^2=\pi$,
\begin{equation}
|b(\infty)|^2\simeq\pi\lambda,\qquad N\simeq1-\pi\lambda .
\label{smalllam}
\end{equation}
The full solution must reproduce this.

\section{Parabolic cylinder solution}

From (\ref{pair}), $\sqrt\lambda\,a=ib'+\tau b$. Multiply the first equation by $\sqrt\lambda$ and insert this on both sides:
\begin{align}
i(ib''+b+\tau b')&=\tau(ib'+\tau b)+\lambda b,\\
b''+(\tau^2+\lambda-i)\,b&=0 .
\end{align}
Put $z=-(1+i)\tau$. Then $d^2/d\tau^2=2i\,d^2/dz^2$ and $\tau^2=-iz^2/2$. Division by $2i$ gives
\begin{equation}
\frac{d^2b}{dz^2}+\Big(\nu-\frac12-\frac{z^2}{4}\Big)b=0,\qquad \nu=-\frac{i\lambda}{2}.
\label{weber}
\end{equation}
This is the equation of the parabolic cylinder function $D_{\nu-1}(z)$. All its needed properties follow from the integral
\begin{equation}
D_{\nu-1}(z)=\frac{e^{-z^2/4}}{\Gamma(1-\nu)}\,I(z),\qquad
I(z)=\int_0^\infty e^{-zs-s^2/2}s^{-\nu}\,ds .
\label{integral}
\end{equation}
To verify it, insert $e^{-z^2/4}I$ into (\ref{weber}); the condition becomes $I''-zI'+(\nu-1)I=0$, with primes now for $d/dz$. Each derivative brings down $-s$, so the left side is
\begin{equation}
\int_0^\infty(s^2+zs+\nu-1)e^{-zs-s^2/2}s^{-\nu}ds
=-\Big[s^{1-\nu}e^{-zs-s^2/2}\Big]_0^\infty=0 .
\end{equation}

Write $b=Be^{-z^2/4}I(z)$ with a constant $B$. For $a$ use $d/d\tau=-(1+i)d/dz$ and $\tau=-(1-i)z/2$:
\begin{align}
\sqrt\lambda\,a&=(1-i)\Big(\frac{db}{dz}-\frac z2\,b\Big)
=(1-i)Be^{-z^2/4}(I'-zI)\nonumber\\
&=-(1-i)Be^{-z^2/4}\int_0^\infty(z+s)e^{-zs-s^2/2}s^{-\nu}ds .
\label{aint}
\end{align}
The last line is $-(1-i)B\,\Gamma(1-\nu)D_\nu(z)$, by the relation $D_\nu=\tfrac z2D_{\nu-1}-D_{\nu-1}'$.

\subsection*{Early limit fixes the constant}

Let $\tau=-T$ with $T\to\infty$, so $z=(1+i)T$. The prefactor $e^{-z^2/4}=e^{-iT^2/2}$ has modulus one, and so has $s^{-\nu}$ for real $s>0$. Hence $|I|\le\int_0^\infty e^{-Ts}ds=1/T$ and $b\to0$: the integral does select the filled sea.

In (\ref{aint}) the term with $s$ is at most $1/T^2$. Replacing $e^{-s^2/2}$ by 1 in the term with $z$ costs at most $|z|\int_0^\infty\tfrac12s^2e^{-Ts}ds=\sqrt2/T^2$. What remains is a Gamma integral, $z\int_0^\infty e^{-zs}s^{-\nu}ds=\Gamma(1-\nu)z^\nu$. As $z$ has phase $\pi/4$, $|z^\nu|=e^{\pi\lambda/8}$. Requiring $|a|\to1$ gives $\sqrt\lambda=\sqrt2\,|B|\,|\Gamma(1-\nu)|\,e^{\pi\lambda/8}$, or
\begin{equation}
|B|^2=\frac{\lambda\,e^{-\pi\lambda/4}}{2\,|\Gamma(1+i\lambda/2)|^2}.
\label{norm}
\end{equation}

\subsection*{Late limit gives the probability}

Now $\tau=T\to+\infty$ and $z=-s_0$ with $s_0=(1+i)T$. The factor $e^{-zs}$ grows along the real axis, so the path is moved to $0\to iT\to iT+\infty$. The integrand is analytic between the two paths and vanishes at large $\mathrm{Re}\,s$, so the integral is unchanged.

On the first leg, $s=ir$, the exponential has modulus $e^{-Tr+r^2/2}\le e^{-Tr/2}$ because $r\le T$, and $|s^{-\nu}|=e^{-\pi\lambda/4}\le1$. The leg contributes at most $2/T$.

On the second leg, $s=x+iT$, complete the square:
\begin{equation}
s_0s-\frac{s^2}2=\frac{s_0^2}2-\frac{(s-s_0)^2}2=iT^2-\frac{(x-T)^2}{2}.
\end{equation}
This is a real Gaussian of unit width around $x=T$. The derivative of $s^{-\nu}$ has modulus at most $\lambda/(2T)$ there, so replacing $s^{-\nu}$ by $s_0^{-\nu}$ costs at most $(\lambda/2T)\int|x-T|e^{-(x-T)^2/2}dx\le\lambda/T$. The missing Gaussian tail at $x<0$ is exponentially small. Thus
\begin{equation}
I\to\sqrt{2\pi}\,e^{iT^2}s_0^{-\nu},\qquad |I|^2\to2\pi e^{-\pi\lambda/4},
\end{equation}
since $s_0$ has phase $\pi/4$ and $|s_0^{-\nu}|=e^{-\pi\lambda/8}$. At $\lambda=1$, $T=5$ the two legs have moduli 0.035 and 1.684, and the saddle term differs from the second leg by 0.55\% of the saddle term.

The reflection formula gives $|\Gamma(1+iy)|^2=iy\,\Gamma(iy)\Gamma(1-iy)=\pi y/\sinh\pi y$. With $y=\lambda/2$ and (\ref{norm}),
\begin{equation}
|b(\infty)|^2=\pi\lambda e^{-\pi\lambda/2}\,\frac{\sinh(\pi\lambda/2)}{\pi\lambda/2}
=1-e^{-\pi\lambda}.
\end{equation}
The matrix in (\ref{pair}) is Hermitian, so $|a|^2+|b|^2=1$ at all times and
\begin{equation}
N=|a(\infty)|^2=e^{-\pi\lambda}.
\label{result}
\end{equation}
Its expansion for small $\lambda$ is (\ref{smalllam}), obtained without special functions. With $\lambda=F_c/F$ it is (\ref{goal}).

\section{From a wave function to a pair}

For one $k$ and one spin state, expand the field operator at early times with an electron annihilator $b_{\rm in}$ and a positron creator $d^\dagger_{\rm in}$, the latter multiplying the solution that starts at negative energy. That solution ends with a positive-energy amplitude $\eta$, $|\eta|^2=N$. Projecting the operator on the late positive-energy state gives
\begin{equation}
b_{\rm out}=\xi\,b_{\rm in}+\eta\,d_{\rm in}^\dagger,\qquad
\langle b_{\rm out}^\dagger b_{\rm out}\rangle
=|\eta|^2\langle d_{\rm in}d_{\rm in}^\dagger\rangle=N
\end{equation}
in the initial vacuum, which $b_{\rm in}$ and $d_{\rm in}$ annihilate. The occupation of a fermion mode is 0 or 1, so this mean is a probability. The hole left in the sea is the positron.

The interpretation belongs to late times. At $\lambda=1$ the weight of the instantaneous positive-energy state is 0.064 at $\tau=0$, 0.075 at $\tau=1$, 0.040 at $\tau=2$ and 0.0435 at $\tau=5$, before settling at $e^{-\pi}=0.0432$. Reading the value at $\tau=1$ as a particle number would overstate the result by about 74\%. The field must act while $|\tau|$ grows large compared with both 1 and $\sqrt\lambda$; the second condition means that the momentum gained must far exceed $mc$.

For tiny $N$ these conditions are necessary but not sufficient. The instantaneous eigenvectors of (\ref{pair}) turn at the rate $\sqrt\lambda/[2(\tau^2+\lambda)]$, and their energies differ by $2\sqrt{\tau^2+\lambda}$. To lowest order the ratio of the two is an extra amplitude in the other state, with weight $\lambda/[16(\tau^2+\lambda)^3]$. At $\lambda=10$ and $\tau=30$ this is about $8\times10^{-10}$, far above $e^{-10\pi}=2.27\times10^{-14}$. A field cut off abruptly there would leave this weight as real pairs; removing it takes a switch-off that is both slow compared with $\hbar$ divided by the energy gap and smooth. A linear ramp lasting 60 such times still leaves $7\times10^{-13}$, about 30 times $e^{-10\pi}$, whereas a hyperbolic-tangent switch-off of width 12 such times recovers $2.27\times10^{-14}$.

\section{Generalization: transverse momentum}

Let the transverse momentum $p_\perp$ lie along $x$ and set $\varepsilon^2=m^2c^4+c^2p_\perp^2$. The part of $H$ that does not contain $\alpha_z$ is $\varepsilon\Gamma_1$, and a partner matrix can be formed:
\begin{equation}
\Gamma_1=\frac{cp_\perp\alpha_x+mc^2\beta}{\varepsilon},\qquad
\Gamma_2=\frac{mc^2\alpha_x-cp_\perp\beta}{\varepsilon}.
\end{equation}
Both square to one. They anticommute with each other, the cross terms $\pm2mc^3p_\perp$ cancelling, and with $\alpha_y$ and $\alpha_z$. The earlier reduction holds with $\beta\to\Gamma_1$, $\alpha_x\to\Gamma_2$ and $mc^2\to\varepsilon$. Transverse motion acts as extra mass:
\begin{equation}
N(p_\perp)=\exp\Big[-\frac{\pi(m^2c^4+c^2p_\perp^2)}{\hbar ceF}\Big].
\label{general}
\end{equation}
Direct integration of the four-component equation tests this. At $F=F_c$ and $p_\perp=0.5\,mc$ both spin states give 0.01971, against 0.01970 from (\ref{general}). At $F=2F_c$ with the same $p_\perp$ and a shifted crossing time, both sides give 0.14037.

\subsection*{Check: tunnelling through the gap}

In a static gauge, with $x$ now measured along the force from the middle of the barrier, the local momentum obeys $c^2p^2=(eFx)^2-\varepsilon^2$. It is imaginary for $|x|<\varepsilon/(eF)$. The tunnelling exponent contains half the area of an ellipse:
\begin{equation}
\frac{2}{\hbar c}\int\sqrt{\varepsilon^2-(eFx)^2}\,dx
=\frac{2}{\hbar c}\,\frac{\pi\varepsilon^2}{2eF}=\frac{\pi\varepsilon^2}{\hbar ceF}.
\end{equation}
This agrees with (\ref{general}) and exposes a condition: the uniform region must be longer than the gap length $2\varepsilon/(eF)$, and several times longer for (\ref{general}) to be accurate. For a linear ramp with sharp ends at $F=F_c$ and $p_\perp=0$, the transmission at the middle energy is 0.14, 1.5, 1.04 and 1.00 times the formula for ramps of 1.01, 1.5, 3 and 10 gap lengths. A static potential whose total drop is below $2mc^2$ joins no negative-energy state to a positive-energy one.

\section{From one mode to a rate}

A mode contributes when its kinetic momentum passes zero, at $t=-k/(eF)$. A field lasting a time $t_F$ does this for an interval of $k$ of length $eFt_F$. With two spin states and mode density $1/(2\pi\hbar)^3$ per volume, the pair rate per volume is
\begin{equation}
w=\frac{2eF}{(2\pi\hbar)^3}\int N\,d^2p_\perp
=\frac{(eF)^2}{4\pi^3\hbar^2c}\,e^{-\pi F_c/F},
\label{rate}
\end{equation}
because $\int e^{-\pi cp_\perp^2/(\hbar eF)}d^2p_\perp=\hbar eF/c$.

The counting was tested at $\lambda=1$ with fields switched abruptly on and off. For scaled durations 20 and 30 the probability integrated over scaled momentum is 1.01707 and 1.44921. The growth per unit duration, $0.43214/10=0.0432$, is $e^{-\pi}$. The excess over duration times $e^{-\pi}$ is 0.153 in both cases; it does not grow with duration and belongs to the switching. The lowest-order weight $\lambda/[16(\tau^2+\lambda)^3]$, integrated over $\tau$ and counted for both edges, gives $3\pi/64=0.147$.

The modes evolve independently, so the vacuum survives with probability $\prod(1-N)$. Its decay rate per volume has $-\ln(1-N)=\sum_nN^n/n$ in place of $N$ in (\ref{rate}). The Gaussian integral of $N^n$ supplies another $1/n$:
\begin{equation}
\Gamma_{\rm vac}=\frac{(eF)^2}{4\pi^3\hbar^2c}\sum_{n=1}^\infty\frac{e^{-n\pi F_c/F}}{n^2}.
\end{equation}
For $F\ll F_c$ the first term dominates and $\Gamma_{\rm vac}\simeq w$. At $F=F_c$ the decay rate is 1.1\% larger than $w$, mostly from the second term, $e^{-\pi}/4=0.011$.

\section{Numbers for the decision}

Take $F=0.1F_c=1.32\times10^{17}$ V/m. The probability at $p_\perp=0$ is $e^{-10\pi}=2.27\times10^{-14}$. With $\bar\lambda_C=\hbar/(mc)=3.86\times10^{-13}$ m, the prefactor of (\ref{rate}) is $(F/F_c)^2c/(4\pi^3\bar\lambda_C^4)$, so
\begin{equation}
w=(1.09\times10^{54})(2.27\times10^{-14})
=2.47\times10^{40}\ \mathrm{m^{-3}\,s^{-1}} .
\end{equation}
A tiny probability per mode thus goes with a huge rate, because the natural volume and time are so small. The gap length is $20\bar\lambda_C=7.7\times10^{-12}$ m. The Gaussian in $p_\perp$ has mean square $\hbar eF/(\pi c)$, so the root-mean-square transverse momentum is $\sqrt{0.1/\pi}\,mc=0.18\,mc$.

Next ask for one pair on average in $1\ \mu\mathrm m^3$ during 1 fs, with the field uniform and constant there and pairs made by switching it left out. Solving $w\times10^{-33}\ \mathrm{m^3\,s}=1$ gives $F=0.066F_c=8.7\times10^{16}$ V/m. At half that field the mean number is $5.3\times10^{-22}$: the prefactor falls by a factor of 4 and the exponential by a factor of $e^{47.6}$. Within this model the threshold is therefore sharp: a factor of 10 in volume times duration lowers it by 4\%, a factor of $10^3$ by 12\%. It presumes smooth switching. Switched on and off abruptly, the same field would leave about $6\times10^{14}$ pairs in this volume, to lowest order, a number that falls only as $F^2$.

In atomic units $F_c=2.57\times10^6$. At a field of one atomic unit the exponent is about $-8\times10^6$, and pair creation by a uniform static field can be ignored. In such a field the electron number may be held fixed. An oscillating field needs a separate estimate, because it can lift electrons across the gap by the absorption of one quantum at a frequency near $2mc^2/\hbar$, or of several quanta at lower frequencies. Even at fixed electron number, in the gauge used here the negative-energy components defined at the initial momentum may not be frozen out of the basis. In (\ref{pair}) the positive-energy spinor turns from pure $b$ to pure $a$ as the kinetic momentum runs from far below $-mc$ to far above $mc$. Over such a change a projector fixed at the initial momentum would remove the electron itself; for an electron that starts at rest it removes 15\% of the weight at $p=mc$ and always less than one half. For a small change $\Delta p$ from rest the lost weight is only about $(\Delta p/2mc)^2$, or $6\times10^{-4}$ at $\Delta p=0.05\,mc$, yet this small admixture carries the whole response. With only the initial positive-energy spinors in the basis, $\langle\alpha_z\rangle$ cannot change: the velocity stays zero instead of rising to $0.05c$, and the kinetic energy $\Delta p^2/2m$ is missing. The separation into positive and negative energies has to follow the kinetic momentum.

The numerical output below lists further field strengths and most of the comparisons used here.

\section*{Table of computed values}
\begin{verbatim}
Four-component Dirac equation, momenta in units of mc
 F/Fc=1.0 p_perp=0.0 k=0.0: spins 0.04321 0.04321, formula 0.04321
 F/Fc=1.0 p_perp=0.5 k=0.0: spins 0.01971 0.01971, formula 0.01970
 F/Fc=2.0 p_perp=0.5 k=3.0: spins 0.14037 0.14037, formula 0.14037
Contour check at lambda=1, tau=5
 |first leg| = 0.0354, |second leg| = 1.6843
 relative error of the saddle term = 0.0055
Positive-energy weight through the crossing, lambda=1
 tau=  -5: weight 0.000004
 tau=  -1: weight 0.005565
 tau=   0: weight 0.064229
 tau=   1: weight 0.075298
 tau=   2: weight 0.040073
 tau=   5: weight 0.043472
 tau=  10: weight 0.043215
 tau=  40: weight 0.043214
 limit exp(-pi) = 0.043214
Mode counting, lambda=1, scaled durations 20 and 30
 momentum integrals 1.01707 and 1.44921
 growth per unit duration 0.043214
Critical field
 Fc = 1.32329e+18 V/m
 Fc = 2.57338e+06 atomic units
 reduced Compton length = 3.86159e-13 m
 rest energy = 510.999 keV
F/Fc, F (V/m), N at p_perp=0, pair rate w and
vacuum decay rate (both in 1/(m^3 s)), ratio decay/w
 0.05 6.616e+16 5.158e-28 1.402e+26 1.402e+26 1.00000
 0.10 1.323e+17 2.271e-14 2.469e+40 2.469e+40 1.00000
 0.50 6.616e+17 1.867e-03 5.075e+52 5.077e+52 1.00047
 1.00 1.323e+18 4.321e-02 4.698e+54 4.749e+54 1.01102
At F = 0.1 Fc
 gap length 2mc^2/(eF) = 7.7232e-12 m
 rms transverse momentum = 0.1784 mc
One pair on average
 volume = 1.0e-18 m^3, duration = 1.0e-15 s
 F/Fc = 0.06599, F = 8.7325e+16 V/m
 mean pair number at half that field = 5.281e-22
\end{verbatim}
